**LAPW and APW+lo: closing the gap with a boundary layer**

With the same radial functions \(u\) and \(\dot u\), LAPW and APW+lo have the same limit as the plane-wave cutoff \(K\) grows. The program examines this for the lowest fully symmetric \(\Gamma\) state of a cubic square-well model, where \(R\) is the sphere radius, \(\delta\) the layer thickness and \(J\) the inner minus outer radial slope of the APW+lo state. It asserts the Wronskian identity, the local-orbital slope, the kinetic energy of the layer against quadrature over radius and polar angle for \(m=0\), and the agreement of the lowest energies of LAPW and APW when both are given the local orbital. It also asserts that the LAPW to APW+lo energy gap and the distance of the local orbital from the LAPW span decrease at each of the five cutoffs. The gap falls from 8.5 to 0.85 meV, while APW without the local orbital stays 0.115 hartree higher than APW+lo. At fixed cutoff, the cost of an explicit layer approaches \(J^2R^2\delta/15\), with a ratio of 0.9997 at \(\delta=10^{-4}\) bohr. A separate plane-wave calculation agrees with APW+lo within the asserted \(2\times10^{-4}\) hartree when the linearization energy is set to the plane-wave eigenvalue. With the deliberately misplaced linearization energy, an error of about 0.001 hartree remains.

## Verification by program

```python
"""
Result under test: with the same radial functions u, udot in the spheres, LAPW
and APW+lo have the same infinite-cutoff limit.  The local orbital, which has a
slope jump at the sphere, is a limit of LAPW functions, because a thin layer
outside the sphere removes the jump at a kinetic energy proportional to its
thickness delta.

Model: simple cubic cell of side a, one sphere of radius R, potential -V0 in
the sphere and 0 outside, fully symmetric states at Gamma.  Only l = 0 is
augmented; higher l keep their plane-wave form in the sphere (the next l that
the symmetry allows is 4).  Hartree atomic units.
  f(r)    l = 0 radial part of a symmetrized plane wave (factor of Y00)
  u, ud   normalized radial solution at energy E_lin, its energy derivative
  w_hat   local orbital in the sphere: value 0 and slope 1 at r = R
  eta     layer x(1-x/delta)^2 at x = r-R, with value 0 and slope 1 at x = 0
"""
import numpy as np
from types import SimpleNamespace
from scipy.linalg import eigh
from scipy.special import spherical_jn as jn
from scipy.constants import physical_constants

a, R, V0, E_lin = 6.0, 2.0, 1.0, -0.9
cuts = [4, 6, 9, 13, 18]            # cutoff K in units of 2 pi / a
N = cuts[-1]
volume = a**3
unit_G = 2*np.pi/a


def gauss(low, high, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return low + (high - low)*(x + 1)/2, w*(high - low)/2


# ---- symmetrized plane waves (stars), ordered by length ----
side = np.arange(-N, N + 1)
grid = np.array(np.meshgrid(side, side, side)).reshape(3, -1).T
grid = grid[(grid**2).sum(axis=1) <= N*N]
triple = np.sort(np.abs(grid), axis=1)
code = (triple**2).sum(axis=1)*10**6 + triple @ np.array([10000, 100, 1])
_, first, star, members = np.unique(
    code, return_index=True, return_inverse=True, return_counts=True)
star = star.ravel()
reps = grid[first]
n2 = (reps**2).sum(axis=1)
G = unit_G*np.sqrt(n2)
n_star = len(G)
amp = np.sqrt(4*np.pi*members/volume)

# ---- overlap of the full plane waves inside the sphere ----
x_tab = unit_G*R*np.sqrt(np.arange(4*N*N + 1))
table = np.full(len(x_tab), 4*np.pi*R**3/3)
table[1:] = 4*np.pi*R**3*jn(1, x_tab[1:])/x_tab[1:]
grid2 = (grid**2).sum(axis=1)
theta = np.empty((n_star, n_star))
for i in range(n_star):
    d2 = grid2 + n2[i] - 2*(grid @ reps[i])
    theta[i] = np.bincount(star, weights=table[d2], minlength=n_star)
    theta[i] *= np.sqrt(members[i]/members)/volume
theta = (theta + theta.T)/2

# ---- remove the l = 0 plane-wave part from the sphere ----
r_in, w_in = gauss(0, R, 160)
w2 = w_in*r_in**2
f = amp[:, None]*jn(0, np.outer(G, r_in))
df = -(amp*G)[:, None]*jn(1, np.outer(G, r_in))
f_R, df_R = amp*jn(0, G*R), -amp*G*jn(1, G*R)
o_pw = (f*w2) @ f.T
S_rest = np.eye(n_star) - o_pw
T_rest = np.diag(G**2/2) - 0.5*(df*w2) @ df.T
P_rest = theta - o_pw


def inner(energy):
    """Radial functions in the sphere and their 2x2 matrices (u, w_hat)."""
    k = np.sqrt(2*(energy + V0))
    r = np.append(r_in, R)
    norm = 1/np.sqrt(np.sum(w2*jn(0, k*r_in)**2))
    u, du = norm*jn(0, k*r), -norm*k*jn(1, k*r)
    g = -norm*r*jn(1, k*r)/k
    dg = -norm*(jn(1, k*r) + k*r*jn(1, k*r, derivative=True))/k
    mix = np.sum(w2*u[:-1]*g[:-1])
    ud, dud = g - mix*u, dg - mix*du
    w = ud - ud[-1]/u[-1]*u
    dw = dud - ud[-1]/u[-1]*du
    F = np.array([u, w/dw[-1]])[:, :-1]
    dF = np.array([du, dw/dw[-1]])[:, :-1]
    return SimpleNamespace(u=u[-1], du=du[-1], ud=ud[-1], dud=dud[-1],
                           dw=dw[-1], M=(F*w2) @ F.T,
                           K=0.5*(dF*w2) @ dF.T)


def layer(x, delta):
    t = x/delta
    return x*(1 - t)**2, (1 - t)*(1 - 3*t)


def matrices(cut, kind, rad, extra=None):
    """Overlap, kinetic and energy matrices.  extra = 0 adds the local orbital;
    extra = delta > 0 adds it with a smoothing layer outside the sphere."""
    m = int(np.sum(n2 <= cut*cut))
    size = m + (extra is not None)
    S, T, P = (np.zeros((size, size)) for _ in range(3))
    S[:m, :m], T[:m, :m] = S_rest[:m, :m], T_rest[:m, :m]
    P[:m, :m] = P_rest[:m, :m]
    coef = np.zeros((size, 2))
    coef[:m, 0] = f_R[:m]/rad.u
    if kind == "LAPW":
        coef[:m, 1] = df_R[:m] - f_R[:m]*rad.du/rad.u
    if extra is not None:
        coef[m, 1] = 1.0
        if extra > 0:
            x, wx = gauss(0, extra, 40)
            r = R + x
            eta, deta = layer(x, extra)
            ws = wx*r**2
            fs = amp[:m, None]*jn(0, np.outer(G[:m], r))
            dfs = -(amp*G)[:m, None]*jn(1, np.outer(G[:m], r))
            S[:m, m] = S[m, :m] = fs @ (ws*eta)
            T[:m, m] = T[m, :m] = 0.5*dfs @ (ws*deta)
            S[m, m] = np.sum(ws*eta**2)
            T[m, m] = 0.5*np.sum(ws*deta**2)
    inside = coef @ rad.M @ coef.T
    S, P = S + inside, P + inside
    T = T + coef @ rad.K @ coef.T
    return S, T, T - V0*P, coef


def lowest(S, H):
    """Lowest Ritz value and normalized vector; null directions are removed."""
    s, U = eigh((S + S.T)/2)
    keep = s > 1e-11
    X = U[:, keep]/np.sqrt(s[keep])
    h = X.T @ H @ X
    e, y = eigh((h + h.T)/2, subset_by_index=[0, 0])
    return e[0], X @ y[:, 0]


def ritz(cut, kind, rad, extra=None):
    S, _, H, _ = matrices(cut, kind, rad, extra)
    return lowest(S, H)[0]


def distance2(cut, rad, extra):
    """Squared H1 distance of the extra function from the LAPW span."""
    S, T, _, _ = matrices(cut, "LAPW", rad, extra)
    A = S + 2*T
    scale = 1/np.sqrt(np.diag(A)[:-1])
    b = A[:-1, -1]*scale
    g, U = eigh(A[:-1, :-1]*np.outer(scale, scale))
    keep = g > 1e-11
    return A[-1, -1] - np.sum((U[:, keep].T @ b)**2/g[keep])


# ---- radial identities ----
rad = inner(E_lin)
wronskian = R**2*(rad.du*rad.ud - rad.u*rad.dud)
assert abs(wronskian - 2) < 1e-9
assert abs(rad.dw + 2/(R**2*rad.u)) < 1e-9
step = 1e-4
ud_fd = (inner(E_lin + step).u - inner(E_lin - step).u)/(2*step)
assert abs(ud_fd - rad.ud) < 1e-5


# ---- kinetic energy of the layer: formula against 3D quadrature ----
def layer_energy(delta, l):
    return 0.5*(2*R**2*delta/15 + R*delta**2/15
                + (2 + l*(l + 1))*delta**3/105)


def layer_energy_3d(delta, l):
    c, wc = gauss(-1, 1, 20)
    x, wx = gauss(0, delta, 30)
    P = np.polynomial.legendre.Legendre.basis(l)
    y_norm = (2*l + 1)/(4*np.pi)
    Y2 = y_norm*P(c)**2
    dY2 = y_norm*P.deriv()(c)**2*(1 - c**2)
    eta, deta = layer(x, delta)
    dens = np.outer(deta**2*(R + x)**2, Y2) + np.outer(eta**2, dY2)
    return 0.5*2*np.pi*wx @ dens @ wc


for l in (0, 2, 3):
    for delta in (0.9, 0.1):
        assert abs(layer_energy_3d(delta, l)/layer_energy(delta, l) - 1) < 1e-9

print(f"cell side a = {a:.1f} bohr, sphere radius R = {R:.1f} bohr")
print(f"well depth V0 = {V0:.1f} hartree, E_lin = {E_lin:.1f} hartree")
print(f"u(R) = {rad.u:.6f}, udot(R) = {rad.ud:.6f} (atomic units)")
print(f"u'(R) = {rad.du:.6f}, udot'(R) = {rad.dud:.6f} (atomic units)")
print(f"R^2 (u' udot - u udot') at R = {wronskian:.8f}")
print(f"slope of local orbital w'(R) = {rad.dw:.6f} (atomic units)")

# ---- cutoff series ----
delta_ref = 0.5
rows = []
for cut in cuts:
    rows.append([ritz(cut, "LAPW", rad), ritz(cut, "APW", rad, 0.0),
                 ritz(cut, "APW", rad), distance2(cut, rad, 0.0),
                 distance2(cut, rad, delta_ref)])
e_lapw, e_lo, e_apw, d_lo, d_layer = np.array(rows).T
gap = e_lapw - e_lo
print("Lowest energies in hartree; K in 1/bohr")
print("    K    R*K  waves     LAPW       APW+lo     APW only")
for i, cut in enumerate(cuts):
    K = cut*unit_G
    print(f"{K:7.3f} {R*K:6.2f} {np.sum(n2 <= cut*cut):5d} "
          f"{e_lapw[i]:11.7f} {e_lo[i]:11.7f} {e_apw[i]:11.7f}")
print("Gap LAPW - APW+lo (hartree); squared H1 distances from LAPW span")
print(f"of w_hat and of w_hat with layer {delta_ref} bohr (atomic units)")
print("    K        gap       w_hat      with layer")
for i, cut in enumerate(cuts):
    print(f"{cut*unit_G:7.3f} {gap[i]:12.4e} {d_lo[i]:11.4e} "
          f"{d_layer[i]:11.4e}")
to_mev = 1000*physical_constants["Hartree energy in eV"][0]
print(f"gap at smallest and largest K: {gap[0]*to_mev:.4f} and "
      f"{gap[-1]*to_mev:.4f} meV")
assert np.all(gap > 0) and np.all(np.diff(gap) < 0)
assert gap[-1] < 0.5*gap[0]
assert np.all(np.diff(d_lo) < 0) and d_lo[-1] < 0.5*d_lo[0]
assert np.all(np.diff(d_layer) < 0) and d_layer[-1] < 0.1*d_layer[0]

# without local orbitals the limit is a different, higher one
excess = e_apw[-1] - e_lo[-1]
assert excess > 5*gap[-1]
assert abs(e_apw[-1] - e_apw[-2]) < 0.1*excess
print(f"APW only minus APW+lo at largest K = {excess:.6f} hartree")

# ---- fixed cutoff: explicit layers added to LAPW ----
cut = cuts[0]
S, _, H, coef = matrices(cut, "APW", rad, 0.0)
e_ref, vec = lowest(S, H)
assert abs(ritz(cut, "LAPW", rad, 0.0) - e_ref) < 1e-9   # same span
inner_slope = (coef.T @ vec) @ np.array([rad.du, 1.0])
outer_slope = vec[:-1] @ df_R[:len(vec) - 1]
sign = np.sign((coef.T @ vec)[0]*rad.u)
jump = sign*(inner_slope - outer_slope)
print(f"Fixed K = {cut*unit_G:.3f} 1/bohr, APW+lo state, l = 0 radial part:")
print(f"value at R = {sign*(coef.T @ vec)[0]*rad.u:.6f} (atomic units)")
print(f"inner slope = {sign*inner_slope:.6f}, outer slope = "
      f"{sign*outer_slope:.6f}")
print(f"slope jump J (inner - outer) = {jump:.6f} (atomic units)")
print("delta (bohr); energies in hartree: unit-slope layer T,")
print("excess of LAPW+layer over APW+lo, J^2 R^2 delta/15, ratio")
for delta in (1e-1, 1e-2, 1e-3, 1e-4):
    rise = ritz(cut, "LAPW", rad, delta) - e_ref
    law = jump**2*R**2*delta/15
    print(f"{delta:7.4f} {layer_energy(delta, 0):11.4e} {rise:11.4e} "
          f"{law:11.4e} {rise/law:8.4f}")
assert abs(rise/law - 1) < 0.02

# ---- unaugmented plane waves: independent check of the whole machinery ----
e_pw = eigh(np.diag(G**2/2) - V0*theta, eigvals_only=True,
            subset_by_index=[0, 0])[0]
e_tuned = ritz(N, "APW", inner(e_pw), 0.0)
assert abs(e_tuned - e_pw) < 2e-4     # plane-wave cutoff error at the step
assert e_pw < e_lo[-1]
print(f"plane waves only, largest K: {e_pw:.6f} hartree")
print(f"APW+lo with E_lin at that energy: {e_tuned:.6f} hartree")
print(f"linearization error of APW+lo at E_lin = {E_lin}: "
      f"{e_lo[-1] - e_tuned:.6f} hartree")
print("checks complete")
```

It prints:

```
cell side a = 6.0 bohr, sphere radius R = 2.0 bohr
well depth V0 = 1.0 hartree, E_lin = -0.9 hartree
u(R) = 0.578559, udot(R) = -0.350001 (atomic units)
u'(R) = -0.081596, udot'(R) = -0.814854 (atomic units)
R^2 (u' udot - u udot') at R = 2.00000000
slope of local orbital w'(R) = -0.864216 (atomic units)
Lowest energies in hartree; K in 1/bohr
    K    R*K  waves     LAPW       APW+lo     APW only
  4.189   8.38    16  -0.4114106  -0.4117229  -0.2970709
  6.283  12.57    42  -0.4116091  -0.4117260  -0.2970735
  9.425  18.85   110  -0.4116609  -0.4117260  -0.2970736
 13.614  27.23   281  -0.4116836  -0.4117260  -0.2970736
 18.850  37.70   676  -0.4116949  -0.4117260  -0.2970736
Gap LAPW - APW+lo (hartree); squared H1 distances from LAPW span
of w_hat and of w_hat with layer 0.5 bohr (atomic units)
    K        gap       w_hat      with layer
  4.189   3.1233e-04  2.8397e-01  1.1052e-01
  6.283   1.1689e-04  1.2089e-01  1.6846e-02
  9.425   6.5098e-05  6.6435e-02  4.9712e-03
 13.614   4.2442e-05  4.2798e-02  1.8891e-03
 18.850   3.1119e-05  2.5143e-02  6.4842e-04
gap at smallest and largest K: 8.4990 and 0.8468 meV
APW only minus APW+lo at largest K = 0.114652 hartree
Fixed K = 4.189 1/bohr, APW+lo state, l = 0 radial part:
value at R = 0.316170 (atomic units)
inner slope = -0.434734, outer slope = -0.386791
slope jump J (inner - outer) = -0.047942 (atomic units)
delta (bohr); energies in hartree: unit-slope layer T,
excess of LAPW+layer over APW+lo, J^2 R^2 delta/15, ratio
 0.1000  2.7343e-02  4.9929e-05  6.1292e-05   0.8146
 0.0100  2.6733e-03  5.9438e-06  6.1292e-06   0.9698
 0.0010  2.6673e-04  6.1096e-07  6.1292e-07   0.9968
 0.0001  2.6667e-05  6.1272e-08  6.1292e-08   0.9997
plane waves only, largest K: -0.412691 hartree
APW+lo with E_lin at that energy: -0.412704 hartree
linearization error of APW+lo at E_lin = -0.9: 0.000978 hartree
checks complete
```
